\section*{Compensation Strengths in the PAW Hamiltonian: Blöchl and Kresse Conventions}

\section*{Setting}

In the projector augmented-wave (PAW) method, smooth orbitals $\tilde\psi_n$ with occupations $f_n$ represent the true valence orbitals. Around an atom lies a sphere $\Omega$ of radius $r_c$. Inside it there are real partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projectors $p_i$ with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The two kinds of partial wave coincide outside $\Omega$, and they join there with equal value and slope. Spheres do not overlap, so one atom is written out; for several atoms, the atomic terms are summed. Define
\begin{align}
\tilde n&=\sum_n f_n|\tilde\psi_n|^2, &
\rho_{ij}&=\sum_n f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle,\\
n^1&=\sum_{ij}\rho_{ij}\phi_i\phi_j, &
\tilde n^1&=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j .
\end{align}
The one-centre densities $n^1$ and $\tilde n^1$ are used inside $\Omega$ only. The valence density is $n=\tilde n+(n^1-\tilde n^1)$ inside $\Omega$ and $n=\tilde n$ outside.

Hartree atomic units are used. Electron density counts as positive, and $v_H[n](\mathbf r)=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. The nucleus and frozen core form a charge $n_{Zc}$, in which the nucleus counts as negative. Its smooth substitute is $\tilde n_{Zc}$. Both are confined to $\Omega$ and have equal multipole moments. The core densities $n_c$ and $\tilde n_c$, used in exchange and correlation (xc), are also confined to $\Omega$. The index $L$ stands for $(l,m)$, and $Y_L$ is a real spherical harmonic.

\section*{(a) The compensation density}

\textbf{Question.} The smooth density $\tilde n$ has the wrong multipole moments inside the sphere. Add a density of the form
\begin{equation}
\hat n=\sum_{ij}\rho_{ij}\sum_L q^L_{ij}\,g_l(r)Y_L(\hat{\mathbf r}),\qquad
\int_0^{r_c}g_l\,r^{l+2}dr=1,
\label{nhat}
\end{equation}
with $g_l=0$ outside $\Omega$. Which $q^L_{ij}$ make the Hartree potential of $\tilde n+\hat n$ equal to that of $n$ outside the sphere?

\textbf{Solution.} A charge $d(\mathbf r)$ confined to $\Omega$ produces outside it the potential
\begin{equation}
v_H[d](\mathbf r)=\sum_L\frac{4\pi}{2l+1}\frac{Y_L(\hat{\mathbf r})}{r^{l+1}}
\int_\Omega r'^l\,Y_L(\hat{\mathbf r}')\,d(\mathbf r')\,d^3r' .
\end{equation}
The difference between the two densities is $d=\hat n-(n^1-\tilde n^1)$, which is confined to $\Omega$. Its potential vanishes outside if all its moments vanish. Because the harmonics are orthonormal and $g_l$ is normalized as in (\ref{nhat}),
\begin{equation}
\int_\Omega r^lY_L\,g_{l'}Y_{L'}\,d^3r
=\delta_{LL'}\int_0^{r_c}r^{l+2}g_l\,dr=\delta_{LL'} .
\end{equation}
The $L$ moment of $\hat n$ is therefore $\sum_{ij}\rho_{ij}q^L_{ij}$. Matching each pair of partial waves separately makes the result hold for every $\rho_{ij}$:
\begin{equation}
q^L_{ij}=\int_\Omega r^lY_L\,(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r .
\label{q}
\end{equation}
The product of waves with angular momenta $l_i$ and $l_j$ contains only $l\le l_i+l_j$, so the sum over $L$ is finite. We abbreviate
\begin{equation}
Q_{ij}(\mathbf r)=\sum_Lq^L_{ij}\,g_l(r)Y_L(\hat{\mathbf r}),\qquad
\hat n=\sum_{ij}\rho_{ij}Q_{ij}.
\end{equation}

\section*{(b) Derivative of the smooth energy}

\textbf{Question.} Let the smooth part of the total energy be
\begin{align}
\tilde E={}&\tilde T+E_{xc}[\tilde n+\eta\hat n+\tilde n_c]
+\frac12\int v_H[\tilde n+\hat n](\tilde n+\hat n)\,d^3r\nonumber\\
&+\int v_H[\tilde n_{Zc}](\tilde n+\hat n)\,d^3r
+\int\bar v\,(\tilde n+\beta\hat n)\,d^3r ,
\label{energy}
\end{align}
where $\tilde T$ is the kinetic energy of the smooth orbitals. The ion-ion energy is omitted because it does not depend on the electrons. The potential $\bar v$ is a fixed function confined to $\Omega$. The numbers $\eta$ and $\beta$, each 0 or 1, record whether $\hat n$ enters the xc functional and whether it feels $\bar v$. Define $\hat D_{ij}$ as the derivative of $\tilde E$ with respect to $\rho_{ij}$ through $\hat n$ alone, with the smooth orbitals in $\tilde T$ and $\tilde n$ held fixed. Find it.

\textbf{Solution.} Vary $\tilde n$ and $\hat n$ independently, and write $N=\tilde n+\hat n$. To first order, the Hartree energy changes by
\begin{align}
\delta E_H&=\frac12\iint\frac{\delta N(\mathbf r)N(\mathbf r')+N(\mathbf r)\delta N(\mathbf r')}
{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\nonumber\\
&=\int v_H[N]\,\delta N\,d^3r .
\end{align}
The two terms are equal because the Coulomb kernel is symmetric, and this removes the factor $1/2$. For xc, the definition $v_{xc}=\delta E_{xc}/\delta n$ gives
\begin{equation}
\delta E_{xc}=\int v_{xc}[\tilde n+\eta\hat n+\tilde n_c]\,
(\delta\tilde n+\eta\,\delta\hat n)\,d^3r .
\end{equation}
The last two terms of (\ref{energy}) are linear. Since $v_H$ is linear in its density, $v_H[N]+v_H[\tilde n_{Zc}]=v_H[N+\tilde n_{Zc}]$. Collecting the factors of $\delta\tilde n$ and $\delta\hat n$ gives
\begin{align}
\delta\tilde E&=\delta\tilde T+\int\tilde v\,\delta\tilde n\,d^3r+\int\hat v\,\delta\hat n\,d^3r,\\
\tilde v&=v_H[\tilde n+\hat n+\tilde n_{Zc}]+v_{xc}[\tilde n+\eta\hat n+\tilde n_c]+\bar v,
\label{vloc}\\
\hat v&=v_H[\tilde n+\hat n+\tilde n_{Zc}]+\eta\,v_{xc}[\tilde n+\eta\hat n+\tilde n_c]+\beta\bar v .
\label{vhat}
\end{align}
Here $\tilde v$ is the local potential felt by the smooth orbitals, and $\hat v$ is the potential felt by the compensation density. By (\ref{nhat}), $\partial\hat n/\partial\rho_{ij}=Q_{ij}$, where $\rho_{ij}$ and $\rho_{ji}$ are varied as separate variables. Hence
\begin{equation}
\boxed{\;\hat D_{ij}=\int\hat v\,Q_{ij}\,d^3r
=\sum_Lq^L_{ij}\int\hat v(\mathbf r)\,g_l(r)Y_L(\hat{\mathbf r})\,d^3r\;}
\label{Dhat}
\end{equation}
The smooth potential in the integral is thus the part that couples to $\hat n$, which need not be all of $\tilde v$.

A constant potential $\hat v=C$ gives a simple check. Only $L=0$ contributes. With $Y_0=1/\sqrt{4\pi}$, the integral in (\ref{Dhat}) is $C\sqrt{4\pi}$, while $q^0_{ij}$ is $1/\sqrt{4\pi}$ times the missing overlap. Therefore $\hat D_{ij}=C\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3r$, the energy of the missing charge in a constant potential.

\section*{(c) The two xc conventions}

\textbf{Question.} In the Bl\"ochl convention the smooth xc energy is evaluated without $\hat n$; in the Kresse convention $\hat n$ is included. Which parts of the smooth potential enter $\hat D_{ij}$ in each case, and what happens to $\bar v$?

\textbf{Solution.} First let $\bar v$ act on $\tilde n$ only, so that $\beta=0$. Setting $\eta=0$ or $\eta=1$ in (\ref{vhat}) gives
\begin{align}
\text{Bl\"ochl:}\quad\hat v&=v_H[\tilde n+\hat n+\tilde n_{Zc}],\label{B}\\
\text{Kresse:}\quad\hat v&=v_H[\tilde n+\hat n+\tilde n_{Zc}]
+v_{xc}[\tilde n+\hat n+\tilde n_c].\label{K}
\end{align}
The smooth orbitals feel an xc potential in both cases. By (\ref{vloc}) it is $v_{xc}[\tilde n+\tilde n_c]$ for Bl\"ochl and $v_{xc}[\tilde n+\hat n+\tilde n_c]$ for Kresse. Only the latter acts on $\hat n$ as well.

The treatment of $\bar v$ is a separate choice. If the energy contains $\int\bar v\,\tilde n$, then $\bar v$ stays out of $\hat D_{ij}$ under either xc convention. If $\bar v$ is absorbed into the ionic potential, which acts on $\tilde n+\hat n$, then $\beta=1$ and it enters. To know what belongs in $\hat D_{ij}$, one must therefore know which density each part of the ionic potential multiplies in the energy.

The Kresse convention carries a condition of its own. A local-density functional containing $n^{4/3}$ requires $\tilde n+\hat n+\tilde n_c\ge0$, and nothing in (\ref{q}) fixes the sign of $\hat n$. The moment $q^0_{ii}$ is negative if the smooth wave holds more charge in $\Omega$ than the true one, and each term with $l>0$ changes sign with direction. A positive $\tilde n_c$ raises the sum. In the example of part (e) the sum is positive throughout the sphere.

\section*{(d) The Hamiltonian and its one-centre partner}

\textbf{Question.} The total energy is $E=\tilde E+E^1-\tilde E^1$. Here $E^1$ is the one-centre energy built from $\phi_i$, $n^1$, $n_c$ and $n_{Zc}$. The term $\tilde E^1$ has the form (\ref{energy}) inside $\Omega$, with $\tilde n$ replaced by $\tilde n^1$ and the kinetic energy taken from the $\tilde\phi_i$. Find the Hamiltonian. When do its matrix elements become independent of the convention?

\textbf{Solution.} Vary $\langle\tilde\psi_n|$ with the ket fixed. Then $\delta\tilde n=f_n\,\delta\tilde\psi_n^*\,\tilde\psi_n$ and $\delta\rho_{ij}=f_n\langle\delta\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle$. Setting $\delta E=f_n\langle\delta\tilde\psi_n|\tilde H|\tilde\psi_n\rangle$ gives
\begin{equation}
\tilde H=-\tfrac12\nabla^2+\tilde v+\sum_{ij}|p_i\rangle
(\hat D_{ij}+D^1_{ij}-\tilde D^1_{ij})\langle p_j| ,
\end{equation}
with $D^1_{ij}=\partial E^1/\partial\rho_{ij}$ and $\tilde D^1_{ij}=\partial\tilde E^1/\partial\rho_{ij}$. In $\tilde E^1$, both $\tilde n^1$ and $\hat n$ depend on $\rho_{ij}$, so
\begin{align}
D^1_{ij}&=\langle\phi_i|-\tfrac12\nabla^2+v_H[n^1+n_{Zc}]+v_{xc}[n^1+n_c]|\phi_j\rangle_\Omega,\\
\tilde D^1_{ij}&=\langle\tilde\phi_i|-\tfrac12\nabla^2+\tilde v^1|\tilde\phi_j\rangle_\Omega
+\int_\Omega\hat v^1Q_{ij}\,d^3r .
\label{D1}
\end{align}
The potentials $\tilde v^1$ and $\hat v^1$ are (\ref{vloc}) and (\ref{vhat}) with $\tilde n\to\tilde n^1$ and the same $\eta$ and $\beta$.

Now suppose that the partial waves reproduce every occupied smooth orbital inside $\Omega$. Then $\tilde n=\tilde n^1$ there, and for a local or semilocal functional the xc potentials in the smooth and one-centre terms are equal. So are the $\bar v$ terms. For a semilocal functional, (\ref{D1}) leaves out surface terms at $r_c$. These cancel between $D^1_{ij}$ and $\tilde D^1_{ij}$ only if the densities entering xc join there in value and slope. The core densities, and for $\eta=1$ also the $g_l$, must therefore reach zero at $r_c$ with zero slope. What remains is the Hartree potential $u$ of the density outside $\Omega$:
\begin{equation}
\tilde v-\tilde v^1=\hat v-\hat v^1=u\qquad\text{inside }\Omega .
\end{equation}
Neither $\eta$ nor $\beta$ survives. Since $u$ has no sources in $\Omega$ and is finite at the centre, $u=\sum_Lu_Lr^lY_L$. By (\ref{q}), $\tilde\phi_i\tilde\phi_j+Q_{ij}$ has the same moments as $\phi_i\phi_j$, so
\begin{align}
&\int_\Omega(\tilde v-\tilde v^1)\tilde\phi_i\tilde\phi_j\,d^3r
+\int_\Omega(\hat v-\hat v^1)Q_{ij}\,d^3r\nonumber\\
&\qquad=\int_\Omega u\,(\tilde\phi_i\tilde\phi_j+Q_{ij})\,d^3r
=\int_\Omega u\,\phi_i\phi_j\,d^3r .
\end{align}
This supplies the outer Hartree potential missing from $D^1_{ij}$. Outside $\Omega$, the waves, densities and potentials already agree. Hence $\langle\tilde\phi_i|\tilde H|\tilde\phi_j\rangle$ equals the all-electron matrix element $\langle\phi_i|H|\phi_j\rangle$ under both conventions, although $\hat D_{ij}$ itself differs. This holds between partial waves. A function that the projectors do not see feels only $-\tfrac12\nabla^2+\tilde v$, and by (\ref{vloc}) $\tilde v$ depends on $\eta$ even when $\tilde n=\tilde n^1$. For the d wave of part (e), left unoccupied, the diagonal element is lower by $5\times10^{-5}$ Ha in the Kresse convention than in the Bl\"ochl convention.

The cancellation requires $\hat D_{ij}$ and $\tilde D^1_{ij}$ to follow the same convention as the energy. If $v_{xc}[\tilde n+\tilde n_c]$ is added to $\hat D_{ij}$ alone in a Bl\"ochl calculation, the matrix element is wrong by $\int v_{xc}[\tilde n+\tilde n_c]\,Q_{ij}\,d^3r$.

If the partial waves are incomplete, the two energies can differ. Let $F[m]$ be the xc energy of $m+\tilde n_c$ inside $\Omega$. For the same smooth orbitals, subtracting the Bl\"ochl energy from the Kresse energy leaves
\begin{equation}
E_K-E_B=\{F[\tilde n+\hat n]-F[\tilde n]\}
-\{F[\tilde n^1+\hat n]-F[\tilde n^1]\},
\label{gap}
\end{equation}
which vanishes if $\tilde n=\tilde n^1$. By contrast, $\beta$ never changes the total energy in this model: $\beta\int\bar v\,\hat n$ occurs identically in $\tilde E$ and $\tilde E^1$.

\section*{(e) A hydrogen atom with s-p coherence}

\textbf{Question.} Evaluate $\hat D_{ij}$ for the hydrogen waves $\phi_s=2e^{-r}Y_{00}$ and $\phi_p=re^{-r/2}Y_{10}/\sqrt{24}$, with $r_c=1.2$ bohr. The occupations are $\rho_{ss}=0.7$, $\rho_{pp}=0.3$ and $\rho_{sp}=\rho_{ps}=0.2$. How large is the effect of the convention?

\textbf{Model.} Inside the sphere, the radial parts of the smooth waves are $r^l(a+br^2+cr^4)$, matched in value and first two derivatives. With $s(r)=(1-r^2/r_c^2)^3$, the shapes are $g_l\propto r^ls$, the smooth core density is $0.1\,s$ bohr$^{-3}$, and $\bar v=-0.5\,s$ Ha. Hydrogen has no true core; the smooth core density serves to exercise that term. The smooth ion has charge density $-g_0/4\pi$. The xc functional is unpolarized local-density exchange. Correlation, spin polarization and self-consistency are left out, so the numbers illustrate the formalism and are not predictions of hydrogen levels.

\textbf{Solution.} The bound $l\le l_i+l_j$ together with parity leaves only $L=0$ for the $ss$ element and $L=1$ for $sp$; $pp$ has $L=0$ and $L=2$. The $ss$ moment is $q^0_{ss}=0.016103$. The integrals with $g_0Y_{00}$ are $-2.9682$ Ha for the electrostatic potential, $-1.6623$ Ha for the Kresse exchange potential and $-0.7933$ Ha for $\bar v$. Thus
\begin{align}
\hat D_{ss}^{B}&=0.016103(-2.9682)=-0.0478\ \text{Ha}=-1.30\ \text{eV},\\
\hat D_{ss}^{K}&=0.016103(-2.9682-1.6623)\nonumber\\
&=-0.0746\ \text{Ha}=-2.03\ \text{eV}.
\end{align}
If $\bar v$ also acts on $\hat n$, the Kresse value becomes $-0.0873$ Ha.

For the $sp$ element, $q^1_{sp}=0.000455$ bohr, and the electrostatic and exchange integrals are $0.0683$ and $-0.0278$ Ha/bohr. They give
\begin{align}
\hat D_{sp}^{B}&=0.000455(0.0683)=3.1\times10^{-5}\ \text{Ha},\\
\hat D_{sp}^{K}&=0.000455(0.0683-0.0278)=1.8\times10^{-5}\ \text{Ha}.
\end{align}
Here exchange reduces the strength, and the reason can be traced. Both smooth radial waves are positive. For $P=a+br^2+cr^4$ one has $P''-P'/r=8cr^2$. Matching to $Ae^{-kr}$ at $r_c$ gives $8cr_c^2=Ae^{-kr_c}(k^2+k/r_c)>0$. Hence $c>0$, and $b+2cr^2$ increases with $r$. It is negative at $r_c$, where the slope $2r(b+2cr^2)$ of the polynomial is negative. The polynomial therefore decreases throughout the sphere to a positive value at $r_c$. Since $\rho_{sp}$ and $q^1_{sp}$ are also positive, the density is larger on the side $z>0$. The $L=1$ Hartree potential is then positive, because its radial kernel is positive. The spherical ion adds nothing to $L=1$. The exchange potential, proportional to $-n^{1/3}$, is lower on the denser side, so its integral is negative.

The $pp$ strengths are $-1.1\times10^{-4}$ Ha for Bl\"ochl and $-1.7\times10^{-4}$ Ha for Kresse. Their $L=2$ part is small: $q^2_{pp}=1.6\times10^{-5}$ bohr$^2$ times $0.0067$ Ha/bohr$^2$ gives an electrostatic contribution of about $10^{-7}$ Ha.

The complete potential matrix, with the kinetic term omitted, has $ss$ element $-0.7455$ Ha. The numerical check finds the same matrix from direct all-electron integrals and from PAW under both conventions, to within rounding. It also confirms (\ref{Dhat}) against finite differences of the energy. Adding $v_{xc}[\tilde n+\tilde n_c]$ to the Bl\"ochl strength alone would shift the $ss$ element by $-0.0255$ Ha, or 53\% of the magnitude of $\hat D_{ss}^B$. Adding $\bar v$ alone would shift it by $-0.0128$ Ha, or 27\%.

Finally, let 0.2 electrons occupy an additional smooth d wave, $\sqrt{8/45}\,r^2e^{-r}Y_{20}$, that the s and p projectors do not see. Then $\tilde n\ne\tilde n^1$, and (\ref{gap}) gives $E_K-E_B=-1.1\times10^{-5}$ Ha. The size of this gap belongs to the example. Only the part of the d density inside the sphere enters (\ref{gap}), and that part, $\frac{8}{45}\int_0^{r_c}r^6e^{-2r}dr$, is about 1\% of its charge. The $0.027$ Ha difference between the two $\hat D_{ss}$ values above is a different kind of quantity. It was computed without the d wave, where $\tilde n=\tilde n^1$, and there it is cancelled exactly by the change of the term $\int_\Omega\hat v^1Q_{ss}\,d^3r$ in $\tilde D^1_{ss}$.

\section*{Computed values}
\begin{verbatim}
sphere radius = 1.2 bohr
rho_ss, rho_sp, rho_pp = 0.7, 0.2, 0.3
core density at centre = 0.1 bohr^-3
vbar at centre = -0.5 Ha
moment q L=0 ss = 0.016103 bohr^0
moment q L=1 sp = 0.000455 bohr^1
moment q L=0 pp = 0.000037 bohr^0
moment q L=2 pp = 0.000016 bohr^2
compensation charge = 0.039999 electrons
max outside potential error without nhat = 0.033546 Ha
max outside potential error with nhat = 1.2e-15 Ha
integral v_H g Y, L=0 = -2.968186 Ha
integral v_x g Y (Kresse), L=0 = -1.662279 Ha
integral vbar g Y, L=0 = -0.793266 Ha
integral v_H g Y, L=1 = 0.068347 Ha bohr^-1
integral v_x g Y (Kresse), L=1 = -0.027813 Ha bohr^-1
integral vbar g Y, L=1 = -0.000000 Ha bohr^-1
integral v_H g Y, L=2 = 0.006745 Ha bohr^-2
integral v_x g Y (Kresse), L=2 = -0.002409 Ha bohr^-2
integral vbar g Y, L=2 = -0.000000 Ha bohr^-2
Dhat ss Bloechl = -0.0477979 Ha = -1.30065 eV
Dhat sp Bloechl = 0.0000311 Ha = 0.00085 eV
Dhat pp Bloechl = -0.0001111 Ha = -0.00302 eV
max finite-difference deviation Bloechl = 2.6e-13 Ha
Dhat ss Kresse = -0.0745663 Ha = -2.02905 eV
Dhat sp Kresse = 0.0000184 Ha = 0.00050 eV
Dhat pp Kresse = -0.0001735 Ha = -0.00472 eV
max finite-difference deviation Kresse = 4.1e-13 Ha
Dhat ss Kresse+vbar = -0.0873406 Ha = -2.37666 eV
Dhat sp Kresse+vbar = 0.0000184 Ha = 0.00050 eV
Dhat pp Kresse+vbar = -0.0002032 Ha = -0.00553 eV
max finite-difference deviation Kresse+vbar = 1.8e-13 Ha
all-electron potential matrix ss = -0.7454642 Ha
all-electron potential matrix sp = 0.0014639 Ha
all-electron potential matrix pp = -0.0998695 Ha
max PAW matrix deviation Bloechl = 5.0e-16 Ha
max PAW matrix deviation Kresse = 4.9e-16 Ha
max PAW matrix deviation Kresse+vbar = 4.7e-16 Ha
error, exchange added to Bloechl Dhat ss = -0.025521 Ha
error, exchange added to Bloechl Dhat sp = -0.000012 Ha
error, exchange added to Bloechl Dhat pp = -0.000059 Ha
error, vbar added to Bloechl Dhat ss = -0.012774 Ha
unseen d occupation = 0.2 electrons
Kresse minus Bloechl energy with unseen d = -1.059e-05 Ha
\end{verbatim}
